# Slater determinant ratio for a one-electron move, from the inverse matrix

## Result

Let $N$ electrons of the same spin sit at $\mathbf r_1,\dots,\mathbf r_N$ and occupy $N$ spatial orbitals $\phi_1,\dots,\phi_N$. Define the square matrix

$$D_{kj}=\phi_j(\mathbf r_k),\qquad B=D^{-1},$$

with one row per electron and one column per orbital. If electron $i$ alone moves, from $\mathbf r_i$ to $\mathbf r'$, the determinant is multiplied by

$$R=\frac{\det D'}{\det D}=\sum_{j=1}^{N}\phi_j(\mathbf r')\,B_{ji}. \tag{1}$$

This is the dot product of the new orbital row with column $i$ of the inverse. It is the factor by which the determinant changes; the difference is $\det D'-\det D=(R-1)\det D$.

Equation (1) requires $\det D\neq0$, since otherwise $B$ does not exist. It costs $N$ multiplications and $N-1$ additions once two things are available: the stored inverse $B$ and the $N$ orbital values at $\mathbf r'$. If the move is accepted, $B$ must also be updated, at a cost of order $N^2$. If it is rejected, $B$ stays as it is.

## Why one spin block is enough

Take a single Slater determinant with $N$ spin-up and $M$ spin-down electrons. Its full matrix has one row per electron and one column per spin orbital. A spin-up electron has zero amplitude in a spin-down orbital, and conversely. With the spin-up electrons and the spin-up orbitals placed first, the matrix is therefore

$$\begin{pmatrix}D_\uparrow&0\\0&D_\downarrow\end{pmatrix}.$$

A determinant is a signed sum of products that take one element from each row and each column. A product avoids the zero blocks only if spin-up rows use spin-up columns and spin-down rows use spin-down columns. The sum then factorizes, and

$$\Psi=c\,\det D_\uparrow\,\det D_\downarrow .$$

The constant $c$ contains the normalization and a sign from the ordering of the columns. When a spin-up electron moves, $c$ and $\det D_\downarrow$ are unchanged, so $\Psi'/\Psi=\det D'_\uparrow/\det D_\uparrow=R$. From here on, $D$ is the matrix of the spin to which the moved electron belongs. The factorization assumes that every orbital has a pure spin along one common axis. For two-component spinors, as with spin–orbit coupling or noncollinear spins, the off-diagonal blocks are in general nonzero and the determinant does not factorize. Equation (1) then applies to the full matrix of all electrons, with each row evaluated at the position and spin coordinate of its electron.

If the trial function also has a Jastrow factor $J$, a positive function of all positions, then $\Psi'/\Psi=(J'/J)\,R$. The factor $J'/J$ must be computed separately.

## Derivation

**Only one row changes.** Each orbital depends on the position of one electron, so

$$D'_{ij}=\phi_j(\mathbf r'),\qquad D'_{kj}=D_{kj}\quad(k\neq i). \tag{2}$$

**The determinant is linear in that row.** By definition,

$$\det D=\sum_P \operatorname{sgn}(P)\prod_{k=1}^{N}D_{k,P(k)},$$

where $P$ runs over all permutations of $1,\dots,N$. Each product contains one element of row $i$, namely $D_{i,P(i)}$. Collect the permutations with $P(i)=j$ and take out the common factor $D_{ij}$:

$$\det D=\sum_j D_{ij}\,C_{ij},\qquad C_{ij}=\sum_{P:\,P(i)=j}\operatorname{sgn}(P)\prod_{k\neq i}D_{k,P(k)}. \tag{3}$$

The quantity $C_{ij}$ is the cofactor of $D_{ij}$. Its product runs over $k\neq i$, so it contains no element of row $i$. By (2), the move leaves it unchanged. Applying (3) to $D'$ gives

$$\det D'=\sum_j\phi_j(\mathbf r')\,C_{ij}. \tag{4}$$

**The cofactors are the inverse, up to a factor.** Consider the sum $\sum_j D_{kj}C_{ij}$.

For $k=i$ it equals $\det D$, by (3). For $k\neq i$ it is the determinant of the matrix in which row $i$ has been replaced by a copy of row $k$. That matrix has two equal rows. Exchanging them reverses the sign of its determinant but leaves the matrix as it was, so the determinant equals its own negative and vanishes. Both cases together read

$$\sum_j D_{kj}\,C_{ij}=\delta_{ki}\det D. \tag{5}$$

Divide by $\det D$, which is allowed because it is nonzero:

$$\sum_j D_{kj}\,\frac{C_{ij}}{\det D}=\delta_{ki}.$$

This says that the matrix with elements $C_{ij}/\det D$ in row $j$ and column $i$ is the inverse of $D$:

$$B_{ji}=\frac{C_{ij}}{\det D}. \tag{6}$$

The order of the indices is reversed between the two sides. This is why a column of $B$, and not a row, enters the result.

**Division.** Divide (4) by $\det D$ and insert (6):

$$\frac{\det D'}{\det D}=\sum_j\phi_j(\mathbf r')\frac{C_{ij}}{\det D}=\sum_j\phi_j(\mathbf r')B_{ji}.$$

This is (1). Nothing in the derivation requires real orbitals. For complex orbitals the formula holds as written, without complex conjugation.

**A second route.** Multiply $D'$ by the old inverse. For a row $k\neq i$,

$$(D'B)_{kl}=\sum_jD_{kj}B_{jl}=\delta_{kl},$$

while row $i$ contains the numbers

$$v_l=\sum_j\phi_j(\mathbf r')B_{jl},\qquad v_i=R. \tag{7}$$

So $D'B$ is the identity matrix except in row $i$. In its permutation sum, every row $k\neq i$ must use its diagonal element, which leaves column $i$ for row $i$. Hence $\det(D'B)=v_i$. Since also $\det(D'B)=\det D'\,\det B=\det D'/\det D$, equation (1) follows again. The numbers $v_l$ return in the update of the inverse.

## What the ratio means

With all other electrons fixed, regard the ratio as a function of the trial position:

$$R_i(\mathbf r')=\sum_jB_{ji}\,\phi_j(\mathbf r').$$

It is a linear combination of the occupied orbitals, with column $i$ of $B$ as coefficients. From $DB=1$,

$$R_i(\mathbf r_k)=\sum_jD_{kj}B_{ji}=\delta_{ki}. \tag{8}$$

The function equals 1 at the present position of electron $i$: no move, no change. It vanishes at the position of every other electron of the same spin, as the Pauli principle demands. Both properties make useful checks of an implementation, because an error in the index order of $B$ will in general violate them.

For real orbitals, the surface $R_i(\mathbf r')=0$ is the node of the determinant as seen by electron $i$. A negative $R$ means that the new configuration has the opposite sign of $\det D$. Variational sampling of $|\Psi|^2$ does not use this sign. Fixed-node diffusion Monte Carlo does, since it forbids moves that change the sign of the trial function.

The ratio does not depend on which basis is chosen within the occupied space. Replace the orbitals by combinations $\tilde\phi_l=\sum_j\phi_jU_{jl}$ with an invertible matrix $U$. Then $\tilde D=DU$ and $\tilde B=U^{-1}B$. Writing the new orbital values as a row vector $\boldsymbol\phi'$,

$$\tilde R=\big[(\boldsymbol\phi' U)(U^{-1}B)\big]_i=\big[\boldsymbol\phi' B\big]_i=R.$$

The orientation of a degenerate p shell is therefore irrelevant to $R$ when all three p orbitals of that spin are occupied. For a partly filled shell a rotation mixes occupied with empty orbitals and in general changes $R$. The separate terms of the sum (1) depend on the basis chosen within the occupied space, even though $R$ does not.

In Metropolis sampling of $|\Psi|^2$ with a symmetric proposal and no Jastrow factor, the acceptance probability is

$$A=\min(1,|R|^2). \tag{9}$$

## Updating the inverse after acceptance

The next ratio needs the inverse of $D'$. For $R\neq0$ it follows from the old inverse:

$$B'_{ji}=\frac{B_{ji}}{R},\qquad B'_{jk}=B_{jk}-\frac{B_{ji}}{R}\,v_k\quad(k\neq i), \tag{10}$$

with $v_k$ from (7). This is the Sherman–Morrison formula for the replacement of one row. To prove it, multiply by $D'$ and treat the four kinds of element in turn.

Row $i$, column $i$:

$$\sum_j\phi_j(\mathbf r')\frac{B_{ji}}{R}=\frac RR=1.$$

Row $m\neq i$, column $i$:

$$\sum_jD_{mj}\frac{B_{ji}}{R}=\frac{\delta_{mi}}{R}=0.$$

Row $i$, column $k\neq i$:

$$\sum_j\phi_j(\mathbf r')B_{jk}-\frac{v_k}{R}\sum_j\phi_j(\mathbf r')B_{ji}=v_k-\frac{v_k}{R}R=0.$$

Row $m\neq i$, column $k\neq i$:

$$\sum_jD_{mj}B_{jk}-\frac{v_k}{R}\sum_jD_{mj}B_{ji}=\delta_{mk}-0=\delta_{mk}.$$

Thus $D'B'=1$, so $B'$ is the inverse of $D'$.

The reverse move, from $\mathbf r'$ back to $\mathbf r_i$, has the ratio

$$\sum_jD_{ij}B'_{ji}=\frac1R\sum_jD_{ij}B_{ji}=\frac1R, \tag{11}$$

as it must, since the two moves together restore the determinant.

**A stale inverse gives a wrong ratio.** Suppose electron $i$ has moved and electron $k\neq i$ is now tried at $\mathbf r''$. Let $w_l=\sum_j\phi_j(\mathbf r'')B_{jl}$ be computed with the old inverse. The correct ratio uses $B'$, and by (10) it is

$$\sum_j\phi_j(\mathbf r'')B'_{jk}=w_k-\frac{w_i\,v_k}{R}.$$

Using $w_k$ alone omits the second term. That term accounts for electron $k$ now seeing electron $i$ at its new place.

## Implementation

For a proposed move of electron $i$:

1. Evaluate the $N$ orbital values $\phi_j(\mathbf r')$.
2. Form $R$ from (1).
3. Decide on acceptance, including $J'/J$ if there is a Jastrow factor.
4. If the move is rejected, discard the orbital values. Neither $D$ nor $B$ has changed.
5. If it is accepted, compute $s_j=B_{ji}/R$ and store it separately. For each $k\neq i$, compute $v_k$ from the old column $k$, then subtract $s_jv_k$ from that column. Finally write $s_j$ into column $i$ and the new orbital values into row $i$ of $D$.

The update can be done in place, because each column $k\neq i$ needs only its own old values and the stored $s_j$. If the value of the determinant is wanted, keep its sign and $\ln|\det D|$, and add $\ln|R|$ after each accepted move. This avoids overflow and underflow for large $N$. For real orbitals the sign is multiplied by the sign of $R$.

If $D$ is stored with orbitals as rows and electrons as columns, its inverse is transposed as well, and (1) uses row $i$ of that inverse.

## Operation count

Count multiplications and divisions.

The ratio (1) takes $N$ multiplications.

The update, with $R$ already known, takes $N$ divisions for the $s_j$. Each of the $N-1$ other columns takes $N$ multiplications for $v_k$ and $N$ for the products $s_jv_k$. The total is

$$N+2N(N-1)=2N^2-N. \tag{12}$$

For comparison, consider a fresh determinant by Gaussian elimination. When $m$ rows remain below the pivot row, each needs one division for its multiplier and $m$ multiplications for its remaining elements, together $m+m^2$. The product of the $N$ diagonal elements takes $N-1$ more. Hence

$$\sum_{m=1}^{N-1}(m^2+m)+N-1=\frac{(N-1)N(2N-1)}6+\frac{N(N-1)}2+N-1$$

$$=\frac{N(N-1)(2N+2)}6+N-1=\frac{N(N^2-1)}3+N-1. \tag{13}$$

The operations executed in the numerical check agree with these formulas:

| $N$ | ratio | update | elimination |
|---:|---:|---:|---:|
| 6 | 6 | 66 | 75 |
| 12 | 12 | 276 | 583 |
| 24 | 24 | 1128 | 4623 |
| 48 | 48 | 4560 | 36895 |

At $N=6$, an accepted move costs $6+66=72$ operations against 75 for a new determinant, so by this count the gain comes almost entirely from rejected moves. At $N=48$, an accepted move costs 4608 operations, about one eighth of the elimination.

If a fraction $a$ of the moves is accepted, one attempted move costs on average $N+a(2N^2-N)$. A sweep that tries each of the $N$ electrons once then costs about $2aN^3$ for large $N$ and fixed $a$, compared with $N^4/3$ when each trial determinant is computed afresh.

These counts leave out additions, memory traffic and the orbital values. If each orbital is a sum over $K$ basis functions, forming all $N$ values by a dense matrix product takes $NK$ multiplications. With $K$ proportional to $N$, this is of order $N^2$ and exceeds the cost of the dot product. The $O(N)$ statement concerns the determinant ratio alone.

## Example: an electron in the magnesium atom

The free Mg atom has six spin-up and six spin-down electrons. The orbitals 1s, 2s, 2p$_x$, 2p$_y$, 2p$_z$ and 3s are taken from a restricted Hartree–Fock calculation in the cc-pVDZ basis, with total energy $-199.608$ hartree. This level leaves out electron correlation and relativity, and its basis is finite. Its Gaussian orbitals also lack the cusp at the nucleus. These limits affect the quality of the trial function, not the identity (1), which holds for any orbitals. The five decimals given below belong to the cc-pVDZ orbitals and are not converged in the basis. With cc-pVTZ to cc-pV5Z the energy falls to between $-199.613$ and $-199.615$ hartree, $|\det D|$ rises by about 0.01 bohr$^{-9}$, and $R$ rises by 0.0002 to 0.0003, while the acceptance probability stays 0.461.

The nucleus is at the origin. The s orbitals are taken positive at the nucleus, and the p orbitals point along the axes and are positive on the positive side. The signs of the table entries and of the determinants depend on this choice; $R$ does not. Spin-up electron 2 moves from $(0.40,0.10,0.10)$ to $(0.55,0.25,0.05)$ bohr; electrons 1, 3, 4, 5 and 6 stay at $(0.05,0.02,-0.04)$, $(-0.30,0.45,0.00)$, $(-0.10,-0.40,0.35)$, $(0.10,-0.10,-0.55)$ and $(1.80,1.50,-1.20)$ bohr. The table gives the old and new orbital values in bohr$^{-3/2}$, column 2 of $B$ in bohr$^{3/2}$, and the dimensionless products of the new values with that column.

| orbital | old | new | $B_{j2}$ | product |
|---|---:|---:|---:|---:|
| 1s | 0.17762 | 0.02608 | 0.00798 | 0.00021 |
| 2s | −0.75974 | −0.57166 | −0.20357 | 0.11638 |
| 2p$_x$ | 1.23906 | 0.81174 | 0.56905 | 0.46192 |
| 2p$_y$ | 0.30976 | 0.36897 | 0.21773 | 0.08034 |
| 2p$_z$ | 0.30976 | 0.07379 | 0.20360 | 0.01502 |
| 3s | −0.14020 | −0.08449 | −0.05931 | 0.00501 |

The sum of the products is

$$R=0.00021+0.11638+0.46192+0.08034+0.01502+0.00501=0.67888.$$

The largest term comes from 2p$_x$. This division into terms belongs to the chosen orbitals; after a mixing of the six orbitals by an invertible matrix, the computed sum is again 0.67888.

The two determinants, each evaluated independently from all $6!=720$ permutations, are

$$\det D=1.63588\ \text{bohr}^{-9},\qquad\det D'=1.11057\ \text{bohr}^{-9}.$$

The unit arises from six factors of bohr$^{-3/2}$. Their quotient is $1.11057/1.63588=0.67888$, in agreement with the dot product. Their difference is $-0.52531$ bohr$^{-9}$, a different quantity with a different unit. The determinant of all twelve spin orbitals, with the spin-down electrons included, also changes by the factor 0.67888.

Without a Jastrow factor and with a symmetric proposal, (9) gives the acceptance probability $A=R^2=0.461$.

If the move is accepted, column 2 of the inverse is divided by $R$. Its 2p$_x$ element becomes $0.56905/0.67888=0.83822$ bohr$^{3/2}$. The whole inverse updated by (10) agrees with a fresh inversion to about $10^{-16}$, relative to the largest element of the fresh inverse. The reverse move has the ratio $1.47301=1/0.67888$, as (11) requires.

Placing electron 2 on electron 3 gives $|R|=1\times10^{-16}$, which is zero to rounding. Leaving it in place gives $R=1$.

## Where the formula needs care

**Near a node.** By (6), the elements of $B$ are cofactors divided by $\det D$. If $\det D$ tends to zero while the cofactors of row $i$ do not, column $i$ of $B$ grows without bound, and so does $R$ for electron $i$ unless $\det D'$ vanishes as well. Not every column need grow. When two electrons of the same spin approach each other, the cofactors of any third row contain both nearly equal rows and vanish with $\det D$, so the columns of the other electrons stay bounded. Accuracy is then lost in two ways. First, the inverse of a nearly singular matrix is computed with a larger error, and $R$ inherits it. For a move to a point where $\det D'$ is not small, this is the main loss: all terms of (1) share the factor $1/\det D$, and $R$ grows with them, so there is no extra cancellation. The ratios of electrons whose columns stay bounded inherit this error too. Second, take an electron whose column grows and a step no longer than about its distance from the node, so that $\det D'$ is small too. Then $|R|$ remains of order 1 or smaller while the terms grow like $1/\det D$, and they cancel in the sum. The case of no move, $\sum_jD_{ij}B_{ji}=1$, shows this directly. Digits are then lost even if $B$ is correctly rounded. At $\det D=0$ the ratio is undefined, although $\det D'$ is still given by (4). A starting configuration must therefore have a nonzero determinant. A move with $R=0$ has acceptance probability zero, so the division by $R$ in (10) is not reached for it.

**Rounding errors over many updates.** Each update starts from an inverse that already carries an error. If the stored matrix is $B+E$, the computed ratio is wrong by $\sum_j\phi_j(\mathbf r')E_{ji}$, and the update treats this error row by row. Let $F=D(B+E)-1$, and let $R$ and $v_k$ be computed from the stored matrix. The two row-$i$ steps in the proof of (10) use only the definitions of $R$ and $v_k$, so row $i$ of the new $F$ is zero apart from the rounding of this update. The other rows become $F'_{mi}=F_{mi}/R$ and $F'_{mk}=F_{mk}-F_{mi}v_k/R$ for $k\neq i$. They keep their error, which can grow when $|R|$ is small, but a row that is zero stays zero. An old error is therefore gone from the stored inverse once every electron has had an accepted move, and what remains is the rounding of the more recent updates. The size of the elements of $DB-1$ measures the damage. A fresh inversion from the current orbital values, at intervals or when this measure exceeds a set limit, removes the accumulated error from $B$. A running $\ln|\det D|$ behaves differently. Each update divides the determinant of the stored matrix by the computed $R$, so once every electron has moved, the product of the computed ratios is the true one times $\det(1+F)$, with $F$ taken at the start. This error stays in the running logarithm until the determinant itself is recomputed. The agreement quoted above is for a single update and says nothing about a long run.

**Several rows changing at once.** The derivation rests on (2). If all electrons move together, all rows change and a single dot product does not suffice. The same holds for backflow trial functions, in which the orbitals are evaluated at coordinates that depend on the other electrons: moving one electron then alters other rows too, and the cofactors in (4) are no longer the old ones.

## Calculated quantities

```
Mg RHF/cc-pVDZ energy: -199.608297 hartree
Spin-up positions x, y, z (bohr):
 electron 1:    0.05000    0.02000   -0.04000
 electron 2:    0.40000    0.10000    0.10000
 electron 3:   -0.30000    0.45000    0.00000
 electron 4:   -0.10000   -0.40000    0.35000
 electron 5:    0.10000   -0.10000   -0.55000
 electron 6:    1.80000    1.50000   -1.20000
New position of electron 2 (bohr):    0.55000    0.25000    0.05000
D, columns 1s 2s 2px 2py 2pz 3s (bohr^-3/2):
 row 1:   10.20757    2.36250    0.86442    0.34577   -0.69154    0.45315
 row 2:    0.17762   -0.75974    1.23906    0.30976    0.30976   -0.14020
 row 3:    0.05094   -0.64915   -0.57278    0.85917   -0.00000   -0.10651
 row 4:    0.05094   -0.64915   -0.19093   -0.76370    0.66824   -0.10651
 row 5:    0.03855   -0.61731    0.17144   -0.17144   -0.94294   -0.09743
 row 6:    0.00000   -0.00178    0.00546    0.00455   -0.00364    0.06273
New orbital row (bohr^-3/2):    0.02608   -0.57166    0.81174    0.36897    0.07379   -0.08449
Column 2 of inverse (bohr^3/2):    0.00798   -0.20357    0.56905    0.21773    0.20360   -0.05931
Six products (no unit):    0.00021    0.11638    0.46192    0.08034    0.01502    0.00501
R from dot product: 0.67888040
det D  from permutations: 1.63587799 bohr^-9
det D' from permutations: 1.11056551 bohr^-9
R from the two determinants: 0.67888040
R from 12-electron determinant: 0.67888040
R with mixed orbitals: 0.67888040
Difference det D' - det D: -0.52531248 bohr^-9
R squared: 0.460879
Acceptance probability min(1, R^2): 0.460879
R for no move: 1.00000000
|R| for landing on electron 3: 9.9e-17
Column 2 of updated inverse (bohr^3/2):    0.01175   -0.29987    0.83822    0.32072    0.29991   -0.08736
Relative error of updated inverse: 1.1e-16
R of reverse move: 1.47301350
Multiplications + divisions: N, ratio, update, elimination
   6      6      66       75
  12     12     276      583
  24     24    1128     4623
  48     48    4560    36895
```
